**Perfect transmission between two different tight-binding chains**

Two semi-infinite chains with hoppings `t1` and `t2` and equal site energies are joined by one bond `tc`; at the common band centre they transmit perfectly if and only if `tc = sqrt(t1*t2)`. Here `E` is the energy from the band centre, `k1` and `k2` are the wave numbers, `x = tc^2/(t1*t2)`, and `T` and `R` are the transmission and reflection probabilities. The program asserts that the end-site Green function agrees with the resolvent of a long finite chain, and that the formulas for `T` and `R` agree with direct wave matching for 200 random sets of parameters. It also asserts that wave packets propagated on a finite chain cross the junction with the probability that the formula predicts, and that numerical maximization finds the same best `tc` at three energies. Further assertions cover the growth of reflection near the centre, a shifted end site, misaligned bands and the thermal loss of conductance. For `t1 = 2 eV` and `t2 = 0.5 eV` the output shows `T = 1` at `tc = 1 eV`, 0.952 for the arithmetic mean, and 0.640 when either chain's own hopping is used at the junction. Away from the centre the matched junction reflects, with `T = 0.695` at 0.9 eV.

## Verification by program

```python
"""
Result under test: two semi-infinite tight-binding chains (hoppings t1 and t2,
equal site energies) joined by one bond tc transmit perfectly at the common
band centre if and only if tc = sqrt(t1*t2).

Symbols (energies in eV):
  t1, t2 : hoppings of left and right chain; matrix elements are -t1, -t2
  tc     : junction hopping;  x = tc^2/(t1*t2)
  E      : energy from the common band centre, E = -2 t cos k, 0 < k < pi
  g      : retarded Green function at the end site of an isolated chain
  T, R   : transmission and reflection probabilities
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import minimize_scalar


# ---------- derived formulas ----------
def wave_number(E, t):
    return np.arccos(-E / (2 * t))


def surface_g(E, t):
    return -np.exp(1j * wave_number(E, t)) / t


def T_formula(E, t1, t2, tc):
    k1, k2 = wave_number(E, t1), wave_number(E, t2)
    x = tc**2 / (t1 * t2)
    return (4 * x * np.sin(k1) * np.sin(k2)
            / (1 + x**2 - 2 * x * np.cos(k1 + k2)))


def R_matched(k1, k2):
    return (np.sin((k1 - k2) / 2) / np.sin((k1 + k2) / 2))**2


# ---------- independent roads ----------
def finite_chain_g(z, t, n_sites):
    """End-site element of (z - H)^-1 for a finite chain."""
    bands = np.full((3, n_sites), t, dtype=complex)
    bands[1] = z
    source = np.zeros(n_sites, dtype=complex)
    source[0] = 1
    return solve_banded((1, 1), bands, source)[0]


def match_waves(E, t1, t2, tc, offset=0.0, u_left=0.0, u_right=0.0):
    """Solve the lattice equations at sites 0 and 1 for r and tau.
    offset: shift of the whole right chain; u_left, u_right: end-site shifts."""
    k1, k2 = wave_number(E, t1), wave_number(E - offset, t2)
    matrix = np.array([
        [E - u_left + t1 * np.exp(1j * k1), tc],
        [np.conj(tc), E - offset - u_right + t2 * np.exp(1j * k2)]])
    rhs = -np.array([E - u_left + t1 * np.exp(-1j * k1), np.conj(tc)])
    r, tau = np.linalg.solve(matrix, rhs)
    T = abs(tau)**2 * t2 * np.sin(k2) / (t1 * np.sin(k1))
    return T, abs(r)**2


def packet_transmission(t1, t2, tc, sigma=30.0, start=-200, time=90.0):
    """Probability on the right after a packet centred at E=0 has scattered.
    Time is in units of hbar/eV."""
    n_left, n_right = 500, 300
    hop = np.concatenate([np.full(n_left - 1, -t1), [-tc],
                          np.full(n_right - 1, -t2)])
    energies, states = eigh_tridiagonal(np.zeros(n_left + n_right), hop)
    site = np.arange(n_left + n_right) - (n_left - 1)
    psi = np.exp(-(site - start)**2 / (4 * sigma**2) + 0.5j * np.pi * site)
    psi /= np.linalg.norm(psi)
    psi = states @ (np.exp(-1j * energies * time) * (states.T @ psi))
    return np.sum(abs(psi[n_left:])**2)


def packet_average(t1, t2, tc, sigma=30.0):
    """Transmission formula averaged over the packet's wave numbers."""
    spread = 1 / (2 * sigma)

    def integrand(q):
        weight = np.exp(-q**2 / (2 * spread**2)) / (spread * np.sqrt(2 * np.pi))
        return weight * T_formula(-2 * t1 * np.cos(np.pi / 2 + q), t1, t2, tc)
    return quad(integrand, -8 * spread, 8 * spread, epsabs=1e-10)[0]


t1, t2 = 2.0, 0.5
tc_best = np.sqrt(t1 * t2)

# Surface Green function against the resolvent of a long finite chain.
for t in (t1, t2):
    for E in (0.0, 0.3, -0.7):
        z = E + 0.01j
        assert abs(finite_chain_g(z, t, 6000) - surface_g(z, t)) < 1e-7

# Green-function transmission, with finite-chain g, against wave matching.
# The error is of the order of the broadening, 0.001 eV, over t2.
for E, tc in ((0.0, 1.0), (0.4, 1.6), (-0.6, 0.7)):
    gl = finite_chain_g(E + 0.001j, t1, 40000)
    gr = finite_chain_g(E + 0.001j, t2, 40000)
    T_green = 4 * tc**2 * gl.imag * gr.imag / abs(1 - tc**2 * gl * gr)**2
    assert abs(T_green - match_waves(E, t1, t2, tc)[0]) < 1e-2

# Closed formula against wave matching for random chains; flux conservation;
# independence of the phase of the junction hopping.
rng = np.random.default_rng(1)
for _ in range(200):
    a, b, c = rng.uniform(0.2, 3.0, 3)
    E = rng.uniform(-1.9, 1.9) * min(a, b)
    T, R = match_waves(E, a, b, c)
    k1, k2 = wave_number(E, a), wave_number(E, b)
    x = c**2 / (a * b)
    R_general = ((1 + x**2 - 2 * x * np.cos(k1 - k2))
                 / (1 + x**2 - 2 * x * np.cos(k1 + k2)))
    assert abs(T + R - 1) < 1e-10
    assert abs(T - T_formula(E, a, b, c)) < 1e-10
    assert abs(R - R_general) < 1e-10
    assert abs(match_waves(E, a, b, c * np.exp(0.8j))[0] - T) < 1e-10
    s = np.log(c / np.sqrt(a * b))
    assert abs(match_waves(0.0, a, b, c)[0] - 1 / np.cosh(s)**2) < 1e-10

# Wave packets on a finite chain, matched and unmatched junctions.
packets = {}
for tc in (tc_best, t1):
    packets[tc] = (packet_transmission(t1, t2, tc), packet_average(t1, t2, tc))
    assert abs(packets[tc][0] - packets[tc][1]) < 1e-5

# Best junction hopping by numerical maximization at several energies.
found = {}
for E in (0.0, 0.5, -0.9):
    search = minimize_scalar(lambda c: -match_waves(E, t1, t2, c)[0],
                             bounds=(0.1, 4.0), method="bounded",
                             options={"xatol": 1e-9})
    found[E] = search.x
    assert abs(search.x - tc_best) < 1e-5
    best_R = R_matched(wave_number(E, t1), wave_number(E, t2))
    assert abs(1 + search.fun - best_R) < 1e-9
    assert (best_R > 1e-3) == (E != 0.0)

# Quadratic growth of reflection near the centre.
curvature = (1 / t1 - 1 / t2)**2 / 16
assert abs(match_waves(0.01, t1, t2, tc_best)[1] / 0.01**2 / curvature - 1) < 1e-3

# End-site shift.
shift = 0.1
T_shift_left = match_waves(0.0, t1, t2, tc_best, u_left=shift)[0]
T_shift_right = match_waves(0.0, t1, t2, tc_best, u_right=shift)[0]
assert abs(T_shift_left - 1 / (1 + (shift / (2 * t1))**2)) < 1e-12
assert abs(T_shift_right - 1 / (1 + (shift / (2 * t2))**2)) < 1e-12

# Offset of the right band centre.
offset = 0.1
E_star = offset * t1 / (t1 - t2)
T_offset = match_waves(0.0, t1, t2, tc_best, offset=offset)[0]
assert match_waves(E_star, t1, t2, tc_best, offset=offset)[1] < 1e-20
assert T_offset < 0.9999

# Thermal loss of conductance, Fermi level at the centre.
temperature = 300.0
kT = const.k * temperature / const.e
loss = quad(lambda E: match_waves(E, t1, t2, tc_best)[1]
            / (4 * kT * np.cosh(E / (2 * kT))**2),
            -0.8, 0.8, points=[-0.1, 0.0, 0.1], epsabs=1e-10, limit=200)[0]
loss_leading = np.pi**2 / 3 * kT**2 * curvature
assert abs(loss / loss_leading - 1) < 0.02  # next order in kT/t2 is below 1 %

# ---------- worked example ----------
G0 = 2 * const.e**2 / const.h * 1e6
print(f"left hopping t1 = {t1:.2f} eV, band from {-2*t1:.1f} to {2*t1:.1f} eV")
print(f"right hopping t2 = {t2:.2f} eV, band from {-2*t2:.1f} to {2*t2:.1f} eV")
print(f"surface g at centre, left  = {surface_g(0.0, t1).imag:.3f} i /eV")
print(f"surface g at centre, right = {surface_g(0.0, t2).imag:.3f} i /eV")
print(f"geometric mean sqrt(t1 t2) = {tc_best:.4f} eV")
print(f"conductance quantum 2e^2/h = {G0:.3f} uS")
print("At the band centre (wave matching):")
for name, tc in (("t2", t2), ("geometric mean", tc_best),
                 ("arithmetic mean", (t1 + t2) / 2), ("t1", t1)):
    T = match_waves(0.0, t1, t2, tc)[0]
    print(f"  tc = {name}: {tc:.3f} eV, x = {tc**2/(t1*t2):.4f}, "
          f"T = {T:.4f}, G = {G0*T:.2f} uS")
print("Best tc found by numerical maximization:")
for E, value in found.items():
    print(f"  E = {E:.1f} eV: tc = {value:.5f} eV")
print("Matched junction away from the centre:")
for E in (0.1, 0.25, 0.5, 0.9):
    T, R = match_waves(E, t1, t2, tc_best)
    print(f"  E = {E:.2f} eV: k1 = {wave_number(E, t1):.4f}, "
          f"k2 = {wave_number(E, t2):.4f} rad, T = {T:.5f}, "
          f"R = {R:.5f}, quadratic R = {curvature*E**2:.5f}")
print("Wave packet centred at E = 0 (propagated / formula average):")
for tc, (propagated, averaged) in packets.items():
    print(f"  tc = {tc:.2f} eV: {propagated:.6f} / {averaged:.6f}")
print("Sensitivity of the matched junction:")
T_error = match_waves(0.0, t1, t2, 1.1 * tc_best)[0]
print(f"  tc 10 % too large: T = {T_error:.5f}")
print(f"  left end site shifted by {shift:.2f} eV: T = {T_shift_left:.5f}")
print(f"  right end site shifted by {shift:.2f} eV: T = {T_shift_right:.5f}")
print(f"  right band offset {offset:.2f} eV: T at E = 0 is {T_offset:.5f}")
print(f"  perfect energy with this offset = {E_star:.4f} eV")
print(f"  temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"  thermal loss of conductance, quadrature = {loss:.3e} (fraction)")
print(f"  thermal loss, leading order = {loss_leading:.3e} (fraction)")
print("all good")
```

It prints:

```
left hopping t1 = 2.00 eV, band from -4.0 to 4.0 eV
right hopping t2 = 0.50 eV, band from -1.0 to 1.0 eV
surface g at centre, left  = -0.500 i /eV
surface g at centre, right = -2.000 i /eV
geometric mean sqrt(t1 t2) = 1.0000 eV
conductance quantum 2e^2/h = 77.481 uS
At the band centre (wave matching):
  tc = t2: 0.500 eV, x = 0.2500, T = 0.6400, G = 49.59 uS
  tc = geometric mean: 1.000 eV, x = 1.0000, T = 1.0000, G = 77.48 uS
  tc = arithmetic mean: 1.250 eV, x = 1.5625, T = 0.9518, G = 73.75 uS
  tc = t1: 2.000 eV, x = 4.0000, T = 0.6400, G = 49.59 uS
Best tc found by numerical maximization:
  E = 0.0 eV: tc = 1.00000 eV
  E = 0.5 eV: tc = 1.00000 eV
  E = -0.9 eV: tc = 1.00000 eV
Matched junction away from the centre:
  E = 0.10 eV: k1 = 1.5958, k2 = 1.6710 rad, T = 0.99858, R = 0.00142, quadratic R = 0.00141
  E = 0.25 eV: k1 = 1.6333, k2 = 1.8235 rad, T = 0.99076, R = 0.00924, quadratic R = 0.00879
  E = 0.50 eV: k1 = 1.6961, k2 = 2.0944 rad, T = 0.95644, R = 0.04356, quadratic R = 0.03516
  E = 0.90 eV: k1 = 1.7977, k2 = 2.6906 rad, T = 0.69499, R = 0.30501, quadratic R = 0.11391
Wave packet centred at E = 0 (propagated / formula average):
  tc = 1.00 eV: 0.999369 / 0.999369
  tc = 2.00 eV: 0.639195 / 0.639195
Sensitivity of the matched junction:
  tc 10 % too large: T = 0.99097
  left end site shifted by 0.10 eV: T = 0.99938
  right end site shifted by 0.10 eV: T = 0.99010
  right band offset 0.10 eV: T at E = 0 is 0.99749
  perfect energy with this offset = 0.1333 eV
  temperature 300 K, kT = 0.02585 eV
  thermal loss of conductance, quadrature = 3.115e-04 (fraction)
  thermal loss, leading order = 3.092e-04 (fraction)
all good
```
